# Comment on extrapolating Kissinger energies to nanosecond crystallisation in fragile liquids

The manuscript under review heats an amorphous phase-change film at a few rates between 2 and 40 K/min, records the temperature $T_p$ of each crystallisation peak, and plots $\ln(Q/T_p^2)$ against $1/T_p$, where $Q$ is the heating rate. The points fall on a straight line. Its slope is read as the activation energy of crystallisation, and the resulting Arrhenius law is extended to the temperature of a write pulse, where it is said to predict the nanosecond switching time.

The peak temperatures and the fit are not in dispute. My concern is the extension, which assumes that the same activation energy holds over several hundred kelvin, although the data span only a few tens. I ask what the slope measures when the energy varies with temperature, and then what the extension does in a liquid whose viscosity is known at both ends.

**What a heating peak measures**

Take a fixed number density $N$ of randomly placed nuclei, all growing as spheres at speed $U(T)$ in a uniformly heated sample, with latent-heat feedback neglected. A point is still amorphous if no nucleus lies within the distance $r=\int U\,dt$. For random positions this has probability $\exp(-4\pi Nr^3/3)$. Define $R$ by $4\pi NR^3/3=1$, the rate constant by $k=U/R$, and $\theta=r/R=\int k\,dt$. The crystallised fraction is then

$$x=1-e^{-\theta^n},\qquad n=3 .$$

I keep $n$ general to see whether the geometry matters. Since $\dot\theta=k$,

$$\dot x=n\theta^{n-1}k\,e^{-\theta^n}.$$

At the peak the time derivative of $\ln\dot x$ vanishes. With $g=d\ln k/dT$ and $\dot T=Q$, we have $\dot k/k=Qg$, so

$$\frac{(n-1)k}{\theta}+Qg-n\theta^{n-1}k=0 .$$

Multiplication by $\theta/k$ gives

$$n\theta^n-(n-1)=\frac{\theta Qg}{k}. \tag{1}$$

A second relation comes from $\theta=Q^{-1}\int k\,dT$. Write $k=k'/g$, a prime meaning $d/dT$, and integrate by parts. The lower limit drops out because $k$ is negligible at the cold start:

$$Q\theta=\frac{k}{g}+\int k\,\varepsilon\,dT,\qquad \varepsilon=\frac{g'}{g^2}.$$

If $\varepsilon$ is small and varies slowly, the same step turns the last integral into $k\varepsilon/g$ at leading order. Hence $\theta Qg/k=1+\varepsilon$. Equation (1) becomes $n\theta^n=n+\varepsilon$, so $\theta=1+\varepsilon/n^2$ to first order, and

$$\ln\frac{Qg}{k}=\ln(1+\varepsilon)-\ln\theta=\left(1-\frac1{n^2}\right)\varepsilon+O(\varepsilon^2). \tag{2}$$

For $n=1$, equation (1) gives $Qg=k$ without any expansion. Otherwise the geometry enters as a small correction.

Now define the local activation energy $E_{\rm loc}=k_BT^2g$. Equation (2) reads

$$\ln\frac{Q}{T_p^2}=\ln k(T_p)-\ln\frac{E_{\rm loc}(T_p)}{k_B}+\left(1-\frac1{n^2}\right)\varepsilon , \tag{3}$$

where the arguments of the logarithms are numerical values in kelvin and seconds. For $k=k_0e^{-E/k_BT}$ the local energy is the constant $E$, and (3) is Kissinger's straight line apart from the small last term. That term is small because $\varepsilon=-2k_BT/E$ in this case.

If the energy varies, the local slope of the plot, expressed as an energy, is

$$S(T)=-k_B\frac{d\ln(Q/T^2)}{d(1/T)}=k_BT^2\frac{d\ln(Q/T^2)}{dT}.$$

Differentiating (3), and neglecting the derivative of its last term, gives

$$S(T)\simeq E_{\rm loc}-k_BT^2\frac{d\ln E_{\rm loc}}{dT}. \tag{4}$$

The plot therefore reports a local quantity. If $E_{\rm loc}$ falls on heating by enough to outweigh the neglected derivative, the slope is even larger than the local energy. The expansion requires $|\varepsilon|\ll1$ and fails near the maximum of the growth speed, where $g$ goes to zero.

**Growth in a fragile liquid**

To judge the extension one needs a growth law valid at both ends. Let atoms attach by jumps of length $a$ at a rate of order $D/a^2$, with the Stokes–Einstein diffusivity $D=k_BT/(3\pi a\eta)$ for viscosity $\eta$. Detachment is slower than attachment by $e^{-\Delta\mu/k_BT}$, where $\Delta\mu$ is the free energy gained per atom on crystallising. The net speed is

$$U=\frac{k_BT}{3\pi a^2\eta}\left(1-e^{-\Delta\mu/k_BT}\right),\qquad \Delta\mu=h\left(1-\frac{T}{T_m}\right). \tag{5}$$

The second formula assumes a constant heat of crystallisation $h$ and a constant entropy difference $h/T_m$, with $T_m$ the melting temperature.

The three factors of (5) contribute separately to $E_{\rm loc}=k_BT^2\,d\ln U/dT$. The prefactor $T$ gives $k_BT$. The viscosity gives $E_\eta=k_B\,d\ln\eta/d(1/T)$. For the bracket, set $y=\Delta\mu/k_BT=(h/k_B)(1/T-1/T_m)$, so that $y'=-h/(k_BT^2)$ and $d\ln(1-e^{-y})/dT=y'/(e^y-1)$. Thus

$$E_{\rm loc}=E_\eta+k_BT-\frac{h}{e^y-1}. \tag{6}$$

For the viscosity I use the MYEGA form, with $z=T_g/T$ and $\eta$ in Pa s:

$$\log_{10}\eta=\log_{10}\eta_\infty+Lz\,e^{c(z-1)},\qquad L=12-\log_{10}\eta_\infty .$$

The glass temperature $T_g$ is where $\eta=10^{12}$ Pa s. The fragility $m$ is the slope $d\log_{10}\eta/dz$ at $z=1$, which equals $L(1+c)$, so $c=m/L-1$. Differentiation gives

$$E_\eta=k_BT_g\ln10\,\frac{d\log_{10}\eta}{dz}=k_BT_gL\ln10\;e^{c(z-1)}(1+cz). \tag{7}$$

The derivative of $e^{c(z-1)}(1+cz)$ with respect to $z$ is $c(2+cz)e^{c(z-1)}$. For $c>0$ it is positive, so $E_\eta$ falls as the liquid is heated. For $c=0$, the strong-liquid limit, $E_\eta$ is constant and the viscosity is Arrhenius.

**The error of the extension**

Let $E_K$ be the fitted energy and $b$ the intercept of the slow-heating line. The author's law is $k_{\rm ext}=k_0e^{-E_K/k_BT}$ with $k_0=(E_K/k_B)e^b$. With $\beta=1/k_BT$, the definition of $E_{\rm loc}$ is $d\ln k/d\beta=-E_{\rm loc}$, while $d\ln k_{\rm ext}/d\beta=-E_K$. Subtract, and integrate between the hot temperature $T_h$ and a slow-heating peak $T_s$:

$$\ln\frac{k_{\rm ext}}{k}\bigg|_{T_h}=\ln\frac{k_{\rm ext}}{k}\bigg|_{T_s}+\int_{\beta_h}^{\beta_s}(E_K-E_{\rm loc})\,d\beta . \tag{8}$$

The integral equals $(E_K-E_{\rm ch})(\beta_s-\beta_h)$, where the chord energy

$$E_{\rm ch}=\frac{\ln[k(T_h)/k(T_s)]}{\beta_s-\beta_h}$$

is the mean of $E_{\rm loc}$ over the interval in $\beta$. Apart from the starting offset at $T_s$, the extension overestimates growth when $E_K>E_{\rm ch}$ and underestimates it when $E_K<E_{\rm ch}$. A good straight line at slow heating does not decide between them.

**A model liquid**

I take round parameters, not those of a particular material: $T_g=400$ K, $T_m=900$ K, $m=90$, $\eta_\infty=10^{-3}$ Pa s, $a=0.3$ nm, $h=0.15$ eV and $R=20$ nm. Then $L=15$ and $c=5$. The peaks were located numerically from $x(T)$, without using (2); the numerical output follows this comment.

Between 2 and 40 K/min the peak moves from 425.6 to 435.2 K, above $T_g$ and thus in the liquid. The Kissinger line has $R^2=0.9997$ and $E_K=4.94$ eV. At the 10 K/min peak, $T_s=430.6$ K, the local energy is 4.73 eV; the excess of about 0.2 eV is the effect described by (4). The correction (2) is small here: $-0.049$ numerically, against $-0.052$ at first order.

At $T_h=750$ K the local energy has dropped to 0.17 eV. The growth speed rises from $1.04\times10^{-9}$ m/s at $T_s$ to 0.656 m/s at $T_h$. With $\beta_s-\beta_h=26.95-15.47=11.48$ eV$^{-1}$, the chord energy is

$$E_{\rm ch}=\frac{\ln(0.656/1.036\times10^{-9})}{11.48\ \text{eV}^{-1}}=\frac{20.27}{11.48}\ \text{eV}=1.77\ \text{eV}.$$

The integral in (8) is 36.43 and the starting offset is $-0.03$. The extrapolated speed is therefore too large by

$$e^{36.43-0.03}\approx10^{15.8}.$$

It comes out as $4\times10^{15}$ m/s, which exceeds the speed of light. A rough scale for atomic attachment, one jump length per attempt at the rate $k_BT/(2\pi\hbar)$, is 4.7 km/s.

The model liquid does crystallise fast: $R/U$ at 750 K is 30 ns, the time for the fraction to reach $1-e^{-1}$, or 63 per cent. In the model, fast switching is thus compatible with the slow-heating peaks, but it does not follow from their Arrhenius law, which gives $5\times10^{-24}$ s. The manuscript's own extension is said to give nanoseconds, which from peaks at similar temperatures requires a fitted energy near 2 eV rather than 5 eV, so the model does not estimate its error. It shows that a straight line at slow heating does not guarantee the extension.

At lower temperatures the error is less conspicuous. The extended line promises crystallisation in 100 ns at 503 K, whereas the model needs 638 K. The time at the lower temperature can be estimated from the peak at 499 K found for $Q=10^5$ K/s. Using the plot slope there, 2.4 eV, for $E_{\rm loc}$,

$$k\approx\frac{QE_{\rm loc}}{k_BT^2}\approx\frac{10^5\times2.4}{8.62\times10^{-5}\times499^2}\ \text{s}^{-1}\approx10^4\ \text{s}^{-1},$$

or about 0.09 ms at 499 K. Growth is somewhat faster at 503 K, where (5) gives $R/U=0.06$ ms. A prediction that looks reasonable for a device is wrong by a factor of about 600.

**Is the viscosity responsible?**

The driving force also weakens on heating, so the attribution needs a control. I replaced the viscosity by an Arrhenius law with the same values at $T_s$ and $T_h$, and left the rest of (5) unchanged. The slow-heating fit then gives 1.82 eV, and its extension to 750 K is too large by a factor of 1.85. What remains comes from the driving force, which alone contributes a factor of about 2.2. The prefactor $T$ and the small errors of the fit act the other way and lower it by about 14 and 5 per cent.

The plots differ as well. For the fragile liquid the local slope falls from 5.02 eV at 0.1 K/s to 3.26 eV at $10^3$ K/s and 1.97 eV at $10^6$ K/s, a drop of 61 per cent. In the control the drop over the same range of rates is 3 per cent. In this model the curvature is therefore mainly due to the viscosity. The slow-heating window covers less than 10 K, and the plot looks straight there although its local slope already falls from 5.2 to 4.7 eV across it.

Faster calorimetry reduces the problem, but in this model even $10^6$ K/s does not remove it. At that rate the peak is at 522 K. The estimate used above gives $k\approx8\times10^4$ s$^{-1}$ there, while at 750 K $k=U/R=3.3\times10^7$ s$^{-1}$. With $\beta$ differing by 6.75 eV$^{-1}$, the chord energy is about 0.9 eV. Extending the tangent of 1.97 eV would still overestimate the speed at 750 K by roughly $e^{(1.97-0.9)\times6.75}\sim10^3$.

Near melting the driving force does dominate. As $T\to T_m$, $y\to0$ and the bracket in (5) tends to $h(T_m-T)/(k_BTT_m)$, so growth stops at $T_m$. It must pass through a maximum first, where $E_{\rm loc}=0$; here this is 0.69 m/s at 781 K. A Kissinger law with positive energy has neither the maximum nor the zero.

**Two objections the author may raise**

The first is that growth in deeply cooled liquids may decouple from viscosity, $U\propto\eta^{-\xi}$ with $\xi<1$, which weakens the temperature dependence. I repeated the calculation with $\xi=0.8$, keeping the speed at 750 K unchanged. The fitted energy falls slightly, to 4.82 eV, yet the overestimate grows to $10^{17.3}$. The reason can be read from (8). Decoupling makes cold growth faster, so the 10 K/min peak moves down to 415.5 K and the interval in $\beta$ lengthens from 11.48 to 12.46 eV$^{-1}$. Neglecting the offset, $E_K-E_{\rm ch}$ is $17.3\ln10/12.46=3.20$ eV, close to the earlier 3.17 eV. About nine tenths of the increase comes from the longer extrapolation.

The increase depends on which speed is held fixed. If the speed at $T_s$ is kept instead of that at 750 K, the interval in $\beta$ hardly changes, while the viscous part of $E_K-E_{\rm ch}$ shrinks by about a fifth. The overestimate then falls, to about $10^{13}$. With either choice, decoupling of this strength does not rescue the extension.

The second objection has more force: the film may crystallise as a glass that has not relaxed to the liquid. Suppose that below 460 K the structure stays frozen and the effective viscosity that sets the growth speed in (5) follows an Arrhenius law of 1.0 eV, joined continuously to the liquid. The 10 K/min peak is then at 351 K, and the Kissinger energy is 1.02 eV, below the chord energy of 1.21 eV. The extension now gives 0.032 of the model speed at 750 K, an underestimate by a factor of about 30. This case needs structural relaxation to remain slower than crystallisation until the film has crystallised. The effective viscosity cannot then be the one that governs relaxation. At the peak it is about $10^7$ Pa s, which with a shear modulus of order 10 GPa would let the structure relax in milliseconds, whereas crystallisation takes about a minute. The case therefore stands for a glass in which atoms attach to the crystal by motions decoupled from structural relaxation, and whether the film is such a glass must be shown by experiment. If it is, the sign of the error can reverse, but by (8) only when the fitted energy lies below the chord energy, apart from the small starting offset.

**What the manuscript would need**

The slow-heating energy can stand as a description of crystallisation near the measured peaks. The author should establish whether those peaks belong to the relaxed liquid or to a glass. The switching time requires growth speeds measured near the write temperature, or a growth law with independently supported viscosity and driving force over the whole interval. It must also be shown that the density of nuclei is the same in the slow and fast experiments: I have assumed this, and a change in $N$ would alter $R$ and the crystallisation time even at fixed growth speed. Without this evidence, the claimed prediction of nanosecond crystallisation should be withdrawn.

## Calculated quantities

```
Glass, melting temperatures: 400, 900 K
Fragility: 90 (dimensionless)
High-temperature viscosity limit: 0.001 Pa s
Jump length, radius per nucleus: 0.3, 20 nm
Heat of crystallisation: 0.15 eV per atom
Nucleus density: 2.984e+22 m^-3
Random-nuclei covered fractions at theta^3 = 0.3, 1: 0.2601, 0.6337
Exponential-law fractions: 0.2592, 0.6321
Slow heating 2 K/min: peak 425.61 K
Slow heating 5 K/min: peak 428.37 K
Slow heating 10 K/min: peak 430.55 K
Slow heating 20 K/min: peak 432.80 K
Slow heating 40 K/min: peak 435.15 K
Peak correction ln(Qg/k), n=1: 0.00000
Peak correction ln(Qg/k), n=3: -0.0487
First-order prediction, n=3: -0.0520
Kissinger energy: 4.939 eV; R squared: 0.999683
Local energy at 10 K/min peak: 4.730 eV
Local energy at 750 K: 0.170 eV
Chord energy, slow peak to 750 K: 1.765 eV
Viscosity at slow peak: 5.942e+06 Pa s
Viscosity at 750 K: 5.967e-03 Pa s
Growth speed at slow peak: 1.036e-09 m/s
Model growth speed at 750 K: 0.656 m/s
Extrapolated growth speed: 4.24e+15 m/s
Attempt-frequency speed: 4688 m/s
Overestimate, log10: 15.81
Starting offset, ln: -0.0264; energy integral: 36.432
Model crystallisation time R/U: 30.5 ns
Extrapolated time: 4.71e-24 s
Temperature for 100 ns, model: 638.3 K
Temperature for 100 ns, extrapolated: 502.7 K
Maximum growth: 0.693 m/s at 780.9 K
Q=1.0e-01 K/s: peak 428.9 K, slope 5.021 eV, formula 5.031 eV
Q=1.0e+01 K/s: peak 445.3 K, slope 4.139 eV, formula 4.151 eV
Q=1.0e+03 K/s: peak 467.2 K, slope 3.263 eV, formula 3.278 eV
Q=1.0e+05 K/s: peak 499.2 K, slope 2.397 eV, formula 2.418 eV
Q=1.0e+06 K/s: peak 522.1 K, slope 1.969 eV, formula 1.995 eV
Slope drop, fragile liquid: 60.8 percent
Slope drop, Arrhenius control: 2.9 percent
Control viscosity energy: 1.805 eV
Control Kissinger energy: 1.822 eV
Control extrapolated/model speed: 1.85
Decoupling exponent: 0.8; Kissinger energy: 4.822 eV
Decoupled 10 K/min peak: 415.5 K
Decoupled overestimate, log10: 17.30
Glass branch: below 460 K, viscosity energy 1.0 eV
Glass 10 K/min peak: 350.8 K; Kissinger energy: 1.022 eV
Glass chord energy: 1.214 eV
Glass extrapolated/model speed: 0.0318
```
